The Hartree Screening Function by Two Sweeps, Tested on F⁰(1s,1s)

**1. What scaling fixes**

Hartree atomic units are used: lengths in bohr, energies in hartree. An orbital has the radial part P(r)/r, with P real and ∫P² dr = 1. For the nonrelativistic hydrogenic 1s state of a point nucleus of charge Z,

P(r) = 2 Z^(3/2) r e^(−Zr).

The repulsion of two electrons in this orbital is

F⁰(1s,1s) = ∫₀^∞ ∫₀^∞ P(r)² P(s)² / r_> ds dr,

where r_> is the larger of r and s, and r_< will be the smaller. Put r = t/Z and s = u/Z. Each P² dr becomes 4t²e^(−2t) dt, which contains no Z, while 1/r_> becomes Z divided by the larger of t and u. Hence

F⁰(1s,1s) = C Z,

with C a pure number. Scaling cannot supply C. We shall find C = 5/8, by a method that also serves for numerical orbitals.

**2. The screening function**

The multipole expansion of the repulsion is

1/|r₁ − r₂| = Σ_k [r_<^k / r_>^(k+1)] P_k(cos γ),

where P_k is a Legendre polynomial and γ the angle between the position vectors. For a product ρ = P_a P_b of radial functions, define

Y^k(r) = r ∫₀^∞ [r_<^k / r_>^(k+1)] ρ(s) ds.

Then Y^k(r)/r is, up to a factor 1/(2k+1), the radial potential of the k-th multipole of ρ: the charge density ρ(r)P_k(cos θ)/(4πr²) has the potential Y^k(r)P_k(cos θ)/[(2k+1)r]. For a normalized s density, Y⁰(r)/r is its electrostatic potential. The Slater integrals follow from one further integration, for example

F^k(a,b) = ∫₀^∞ P_a² Y^k[bb] dr/r, G^k(a,b) = ∫₀^∞ P_a P_b Y^k[ab] dr/r,

where the brackets name the product that generates Y.

We assume that ρ decays exponentially and behaves as r^p near the origin, with p = l_a + l_b + 2. We take k ≤ l_a + l_b, since angular integration removes larger k. Thus p ≥ k + 2, and all integrals below converge.

**3. Two first-order equations**

Split the integral at s = r. Inside, r_< = s; outside, r_< = r. So Y = Q + W, with

Q(r) = r^(−k) ∫₀^r s^k ρ(s) ds,

W(r) = r^(k+1) ∫_r^∞ s^(−k−1) ρ(s) ds.

For k = 0 and a normalized density, Q is the charge inside radius r, in units of the electron's charge.

Differentiate each product. The moving upper limit of Q contributes r^(−k) r^k ρ = +ρ. The moving lower limit of W contributes −ρ:

dQ/dr = ρ − (k/r) Q,

dW/dr = ((k+1)/r) W − ρ.

In the sum the two terms in ρ cancel. Replacing W by Y − Q gives

dY/dr = [−kQ + (k+1)(Y − Q)]/r = [(k+1)Y − (2k+1)Q]/r.

Each equation needs one boundary condition. Near the origin, with ρ = A r^p,

Q = r^(−k) A r^(p+k+1)/(p+k+1) = rρ/(p+k+1),

so Q(0) = 0 and Q is integrated outward. Far outside the density W vanishes, so Y = Q there and Y is integrated inward.

**4. Why these directions**

An error in Q, with ρ held fixed, obeys dε/dr = −kε/r, so ε ∝ r^(−k). Going outward it shrinks for k > 0 and stays constant for k = 0. An error in Y, with Q held fixed, obeys dε/dr = (k+1)ε/r, so ε ∝ r^(k+1). It shrinks going inward. Reversing either sweep makes the same factors amplify errors, apart from the neutral case of Q with k = 0.

**5. The sweeps on a logarithmic grid**

Let r = e^x, with equal steps h in x. Since d/dx = r d/dr, and with f = rρ,

dQ/dx = f − kQ,

dY/dx = (k+1)Y − (2k+1)Q.

Multiply the first equation by e^(kx) and the second by e^(−(k+1)x). The terms in Q and Y respectively join the derivatives:

d(e^(kx) Q)/dx = e^(kx) f,

d(e^(−(k+1)x) Y)/dx = −(2k+1) e^(−(k+1)x) Q.

Integrate over one step and solve for the new value:

Q(x+h) = e^(−kh) Q(x) + ∫_x^(x+h) e^(−k(x+h−t)) f(t) dt,

Y(x) = e^(−(k+1)h) Y(x+h) + (2k+1) ∫_x^(x+h) e^(−(k+1)(t−x)) Q(t) dt.

These relations involve no approximation. The remaining integrals are done by integrating the cubic through four neighbouring nodes. Measure u from the middle of the interval in units of h, so that the nodes lie at ±1/2 and ±3/2. By symmetry the inner nodes share a weight b and the outer nodes a weight a. Exactness for 1 and u² requires

2a + 2b = 1, (9/2)a + (1/2)b = 1/12.

Hence a = −1/24 and b = 13/24; odd powers integrate to zero by symmetry. For an integrand g and the interval from node j to node j+1,

∫ g dt ≈ (h/24)(−g_(j−1) + 13g_j + 13g_(j+1) − g_(j+2)).

For u⁴ the true integral is 1/80, while the rule gives 26/(24·16) − 2·81/(24·16) = −17/48. The difference is 1/80 + 17/48 = 11/30. The quartic Taylor term of g is h⁴g''''u⁴/24, so to leading order

true integral − rule = c h⁵ g'''', c = (11/30)/24 = 11/720.

Adding about 1/h such errors per unit of x gives an error of order h⁴.

Q starts from rρ/(p+k+1) at the first two nodes. The rule cannot reach the last node, where Q follows from Q ∝ r^(−k). Y is set equal to Q at the last two nodes. At the innermost node, where Q is negligible beside W, Y follows from Y ∝ r^(k+1). The grid must therefore begin where the power law holds and end where ρ is negligible. An orbital that has not decayed at the outer end violates the boundary condition on Y.

**6. The 1s case in closed form**

Now ρ = P² = 4Z³r²e^(−2Zr) and k = 0. Differentiation confirms that

∫ s²e^(−2Zs) ds = −e^(−2Zs)[s²/(2Z) + s/(2Z²) + 1/(4Z³)].

Taking this between 0 and r and multiplying by 4Z³,

Q⁰ = 1 − e^(−2Zr)(1 + 2Zr + 2Z²r²).

The outer part is

W⁰ = 4Z³ r ∫_r^∞ s e^(−2Zs) ds = 4Z³ r e^(−2Zr)[r/(2Z) + 1/(4Z²)] = e^(−2Zr)(2Z²r² + Zr).

In the sum the quadratic terms cancel, and 2Zr − Zr = Zr remains:

Y⁰ = 1 − (1 + Zr)e^(−2Zr).

At large r, Y⁰ → 1: the potential is that of a unit charge. At small r, Y⁰ ≈ Zr, so the potential tends to the finite value Z. Now

F⁰ = ∫₀^∞ P² Y⁰ dr/r = 4Z³ ∫₀^∞ r e^(−2Zr)[1 − (1 + Zr)e^(−2Zr)] dr.

With ∫₀^∞ r^n e^(−αr) dr = n!/α^(n+1), the three terms are

∫ r e^(−2Zr) dr = 1/(4Z²),

∫ r e^(−4Zr) dr = 1/(16Z²),

Z ∫ r² e^(−4Zr) dr = 2Z/(64Z³) = 1/(32Z²).

Therefore

F⁰(1s,1s) = 4Z³[1/(4Z²) − 1/(16Z²) − 1/(32Z²)] = Z(1 − 1/4 − 1/8) = 5Z/8.

A second route avoids Y. The Fourier transform of 1/r is 4π/q², and that of the spherical density is n(q) = ∫P² sin(qr)/(qr) dr. The repulsion is then

F⁰ = ∫ [d³q/(2π)³] (4π/q²) n(q)² = (2/π) ∫₀^∞ n(q)² dq,

because d³q gives 4πq² dq and 16π²/(8π³) = 2/π. Numerical integration for Z = 1 gives 0.625000000 hartree.

The value 5Z/8 is the repulsion in this fixed orbital. For a two-electron ion it is the first-order correction, so that the energy through first order is −Z² + 5Z/8; orbital relaxation, correlation, relativity and nuclear size lie outside it.

**7. The grid error of F⁰**

The error can be predicted, which gives a sharper check than agreement to a few digits. Let δ mean grid value minus true value, and let a prime mean d/dx. We keep the leading order in h and take k = 0.

Each outward increment is too small by c h⁵f''''. Summed from the inner end, where f and its derivatives are negligible, this gives

δQ = −c h⁴ f'''.

Let R = e^X be the radius where the inward sweep starts with Y = Q. The error of Y has two sources. The first is δQ in the integrand. Integrating by parts three times, with f negligible at X,

−c h⁴ ∫_x^X e^(−(t−x)) f''' dt = c h⁴ (f'' + f' + f − W),

since W = ∫_x^X e^(−(t−x)) f dt. The second source is the inward quadrature, whose integrand is e^(−(t−x))Q:

−c h⁴ ∫_x^X (d/dt)⁴[e^(−(t−x))Q] dt = −c h⁴ {(d/dt)³[e^(−(t−x))Q]} taken from t = x to t = X.

The third derivative is e^(−(t−x))(Q''' − 3Q'' + 3Q' − Q), and Q' = f. At t = X, where Q = 1 and f = 0, it equals −e^(−(X−x)) = −r/R. The second source is therefore

c h⁴ (f'' − 3f' + 3f − Q + r/R).

Adding the two, with Q + W = Y,

δY = c h⁴ (2f'' − 2f' + 4f − Y + r/R).

Since dr/r = dx, the outer integral is ∫P²Y dx with P² = e^(−x)f. It is evaluated as h times the plain sum over nodes. Its smooth integrand and derivatives are negligible at both ends, so the end corrections in powers of h are negligible too. This requires Zr₀ ≪ 1 at the inner radius r₀: the integrand there is 4Z⁴r³, and the part left out is about (4/3)Z⁴r₀³, some 10⁻¹⁴ hartree for Z = 10 and r₀ = 10⁻⁶ bohr. We need, with f' = (3 − 2Zr)f,

∫ e^(−x) f² dx = ∫ P⁴ dr = 16Z⁶·24/(4Z)⁵ = 3Z/8,

∫ e^(−x) f'² dx = ∫ (9 − 12Zr + 4Z²r²) P⁴ dr = Z(27/8 − 45/8 + 45/16) = 9Z/16.

Integration by parts then gives

∫ e^(−x) f f' dx = ½ ∫ e^(−x) f² dx = 3Z/16,

∫ e^(−x) f f'' dx = −∫ e^(−x) f'² dx + ∫ e^(−x) f f' dx = −9Z/16 + 3Z/16 = −3Z/8.

The term in Y returns F⁰ = 5Z/8, and the term in r/R gives ∫P² dr/R = 1/R. Hence

δF⁰ = c h⁴ [2(−3Z/8) − 2(3Z/16) + 4(3Z/8) − 5Z/8 + 1/R] = c h⁴ (−Z/4 + 1/R).

For a distant boundary, ZR ≫ 4, this becomes

δF⁰ ≈ −(11/2880) Z h⁴.

For k > 0 the step matters more. Outside the density Q ∝ r^(−k), so the inward integrand varies as e^(−(2k+1)(t−x)). Three derivatives and the prefactor 2k+1 give δY ≈ −c h⁴(2k+1)⁴ Y there, for a distant boundary.

**8. Worked example**

The grid runs from 1.0×10⁻⁶ to 1001.7 bohr with h = 0.0125, which takes 1659 points. It is the same for all Z. Since f for charge Z is f for charge 1 shifted by ln Z in x, and the sweeps have constant coefficients in x, a change of Z only moves the density along the grid; the runs for several Z therefore test the ends of the grid and the offset of the nodes, not the scaling itself. For Z = 1 the sweeps give, with r in bohr:

r = 0.09996: Q⁰ = 0.001147, Y⁰ = 0.099354
r = 0.99699: Q⁰ = 0.321696, Y⁰ = 0.728107
r = 2.00770: Q⁰ = 0.764144, Y⁰ = 0.945754
r = 5.00026: Q⁰ = 0.997232, Y⁰ = 0.999728

At the second radius about 32% of the charge lies inside. The charge outside adds W⁰ = 0.72810652 − 0.32169630 = 0.406410 to Y⁰, and the potential is 0.728107/0.99699 = 0.7303 hartree per unit charge.

The outer sum gives:

Z = 1: F⁰ = 0.6249999999 hartree, error −9.29×10⁻¹¹ hartree
Z = 2: F⁰ = 1.2499999998 hartree, error −1.86×10⁻¹⁰ hartree
Z = 10: F⁰ = 6.2499999991 hartree, error −9.32×10⁻¹⁰ hartree

These are absolute errors, the grid value minus 5Z/8. For Z = 1 the result is 0.625 hartree, or 17.007 eV.

With Z = 1, halving h from 0.1 to 0.05, 0.025 and 0.0125 changes the error from −3.79×10⁻⁷ to −2.38×10⁻⁸, −1.49×10⁻⁹ and −9.29×10⁻¹¹ hartree. The last halving gives an order of 4.000. At the smallest step the error is 0.9959 times −11h⁴/2880. The small deficit is the boundary term: the predicted factor is 1 − 4/(ZR), which is 0.996 for R near 1000 bohr.

The same sweeps give G¹(1s,2p) = 0.051212 hartree and F²(2p,2p) = 0.087891 hartree for Z = 1, in agreement with the analytic values 112/2187 and 45/512.

**9. The sweeps reversed**

Start Y⁰ for Z = 1 from its closed form near the origin and integrate it outward with h = 0.025. At r = 100.43 bohr the error is 5.93×10⁻⁷, against 5.35×10⁻⁹ for the inward sweep.

The error formula explains the growth. The outward solution may contain an added multiple of r, the homogeneous solution for k = 0. Near the origin the terms in f are negligible and Y⁰ ≈ r, so the term −c h⁴Y alone would give −c h⁴r. A vanishing initial error therefore requires the addition +c h⁴r. Far outside, where Y⁰ = 1, the total is c h⁴(r − 1). Between 100.43 and 799.90 bohr it should grow by 798.90/99.43 = 8.035, and the computed growth is 8.035. The effect on F⁰ is mild, because P² is negligible at such radii: the term +c h⁴r adds c h⁴∫P² dr = c h⁴, so the error of F⁰ becomes (3/4)c h⁴ = +4.48×10⁻⁹ hartree, against −1.49×10⁻⁹ for the inward sweep.

For Q, reversal amplifies errors only when k > 0; we show it for k = 2. Take the 2p² density and integrate Q inward from the outer value reached by the outward sweep, using the same increments as the outward sweep. In exact arithmetic this would retrace the outward values, so any difference comes from rounding. At r = 9.92×10⁻⁴ bohr the outward sweep gives 5.72×10⁻¹⁸ and the reversed one 4.83×10⁻⁷. Rounding errors amplified as r^(−2) have replaced the solution. The size and sign of the reversed value depend on how the arithmetic is arranged; only the fact that it exceeds the true value by many orders of magnitude is meaningful.

The numerical check also compares the sweeps with direct quadrature of the definition for k = 0, 1 and 2. The largest differences at the sampled radii are 1.2×10⁻⁹, 3.5×10⁻⁹ and 2.0×10⁻⁸.

Computed values

```
Symbolic F0(1s,1s) from the definition [hartree]: 5*Z/8
F0(1s,1s), Z=1, Fourier route: 0.625000000 hartree
Grid: r from 1.0e-06 to 1001.7 bohr, h = 0.0125, 1659 points
Density 1s1s, k=0: largest |Y(sweeps)-Y(quadrature)| = 1.2e-09
Density 1s2p, k=1: largest |Y(sweeps)-Y(quadrature)| = 3.5e-09
Density 2p2p, k=2: largest |Y(sweeps)-Y(quadrature)| = 2.0e-08
Z=1: r [bohr], Q0, Y0 from sweeps, Y0 closed form (dimensionless)
    0.09996  0.00114709  0.09935438  0.09935438
    0.50132  0.08078766  0.44915144  0.44915144
    0.99699  0.32169630  0.72810652  0.72810652
    2.00770  0.76414430  0.94575385  0.94575385
    5.00026  0.99723178  0.99972773  0.99972773
    9.94420  0.99999950  0.99999997  0.99999997
Z, F0 on grid [hartree], 5Z/8 [hartree], difference [hartree]
     1  0.6249999999  0.6250  -9.29e-11
     2  1.2499999998  1.2500  -1.86e-10
    10  6.2499999991  6.2500  -9.32e-10
F0(1s,1s) for Z=1: 17.0071 eV
Z=1: h, F0 error [hartree], error / (-11 h^4/2880), order from last halving
  0.1000  -3.7947e-07  0.9935  -
  0.0500  -2.3758e-08  0.9952  3.998
  0.0250  -1.4857e-09  0.9958  3.999
  0.0125  -9.2868e-11  0.9959  4.000
G1(1s,2p), Z=1: grid 0.05121171, exact 112/2187 = 0.05121171 hartree
F2(2p,2p), Z=1: grid 0.08789063, exact 45/512 = 0.08789062 hartree
Y0 error at r=100.43 bohr, h=0.025: inward 5.35e-09, outward 5.93e-07
Y0 outward error at r=799.90 bohr: 4.77e-06
Error growth 8.035, ratio of radii 7.965
Q2(2p2p) at r=9.923e-04 bohr: outward 5.72e-18, inward 4.83e-07
```
